Two-photon decay of the positronium negative ion: rate formula and Hamiltonian

**The positronium negative ion: contact density and decay rate from a small exponential basis**

A positronium atom can bind a second electron. The ion Ps⁻ = e⁻e⁻e⁺ is stable against breakup into Ps + e⁻, but it contains matter and antimatter, and it disappears when the positron meets either electron. Annihilation needs the pair to approach within about ħ/mc, which is smaller than the Bohr radius a₀ by the factor α. The decay rate therefore measures the probability density for an electron and the positron to be at the same point. This number belongs to a three-body Coulomb problem with three equal masses, where no particle serves as a fixed centre, and it samples the wave function exactly where the potential is singular.

**From the pair at rest to the rate**

In this part ħ = c = m = 1, the metric is (+,−,−,−), e² = 4πα, and γ·a is the spatial sum with γⁱ = [[0, σⁱ], [−σⁱ, 0]] and γ⁰ = diag(1, −1). Spinors are normalized to u†u = 2. For a pair at rest going to n photons,

σv = (1/4)(1/n!) ∫ Σ_pol |M|² dΦₙ,

where 1/4 is 1/(2E)(2E) and 1/n! corrects for identical photons.

For n = 2 both particles have p = (1, 0), and the photons have k₁ = (1, n), k₂ = (1, −n), with real polarizations ε ⊥ n. Write â for a_μγ^μ. After photon a is emitted the propagator is (p̂ − k̂_a + 1)/(−2p·k_a), with −2p·k_a = −2. Since ε·p = 0, ε̂ anticommutes with p̂, so (p̂ + 1)ε̂u = ε̂(1 − p̂)u = 0 by the Dirac equation. Up to an overall phase,

M = (e²/2) v̄ [ε̂₂k̂₁ε̂₁ + ε̂₁k̂₂ε̂₂] u.

Insert k̂₁ = γ⁰ − γ·n, k̂₂ = γ⁰ + γ·n, ε̂ = −γ·ε, u = √2(χ, 0) and v̄ = √2(0, −η†). Only the lower-left block of the bracket connects these spinors. The γ⁰ terms are block diagonal and drop out. The lower-left block of (γ·a)(γ·b)(γ·c) is σ_aσ_bσ_c with σ_a = σ·a, and the Pauli algebra gives

σ_aσ_bσ_c = i a·(b×c) + (a·b)σ_c − (a·c)σ_b + (b·c)σ_a.

With ε ⊥ n the block is σ_ε₁σ_nσ_ε₂ − σ_ε₂σ_nσ_ε₁. The terms −(ε₁·ε₂)σ_n cancel, the triple products add, and the block equals 2it times the unit matrix, with t = ε₁·(n×ε₂). Hence M = −2ie²t η†χ. Charge conjugation, v = iγ²u*, gives η = −iσ²χ′* for a positron of spin χ′, so η†χ = χ′₁χ₂ − χ′₂χ₁. This is antisymmetric in the two spins: it vanishes for the triplet and has modulus √2 for the singlet (↑↓ − ↓↑)/√2. Of the four polarization pairs the two crossed ones have t² = 1 and the others t = 0, so Σ|M|² = 2·4·2 e⁴ = 16e⁴. The phase space is

Φ₂ = (1/16π²) ∫ dΩ dω δ(2 − 2ω) = 1/(8π),

and σv = (1/8)·16e⁴/(8π) = 4πα². In SI units, with r_e = e²/(4πε₀mc²) = α²a₀,

σv (singlet, 2γ) = 4π r_e² c,  σv (triplet, 2γ) = 0.

In a bound state the amplitude is ∫d³p/(2π)³ φ(p)M(p). The relative momenta are of order αmc while M varies on the scale mc, so at leading order in α one sets M(p) = M(0), and the integral becomes M(0)ψ(0). A free pair in a volume 𝒱 has |ψ(0)|² = 1/𝒱 and rate σv/𝒱, so the rate is σv|ψ(0)|². In Ps⁻ the other electron is a spectator, and summing over its final states integrates |Ψ|² over its position. That produces ρ = ⟨δ³(r₁)⟩, where r₁ is the separation of electron 1 from the positron. The electron field operator acting on an antisymmetric two-electron state gives √2 times Ψ with one argument fixed, so the rate carries a factor 2, one for each pair.

The ground state of the nonrelativistic Hamiltonian is nodeless, hence symmetric in the electron positions, hence an electron spin singlet multiplied by an arbitrary positron spin. The singlet projector of electron i and the positron is (1 − σ_i·σ₊)/4. In the electron singlet ⟨σ_i⟩ = 0, so its mean is 1/4. The two pairs together carry singlet weight 1/2 and triplet weight 3/2. Writing ρ = δ/a₀³,

Γ₀ = ½ · 4π r_e² c ρ = 2π α⁴ (c/a₀) δ.

For parapositronium the weight is 1 and ψ ∝ exp(−r/2a₀) gives δ = 1/(8π) = 0.0397887, so the rate is α⁴c/2a₀ = α⁵mc²/2ħ = 8.03250 ns⁻¹. If Ps⁻ were a Ps atom with a very distant electron, each electron would be the bound one with probability 1/2, δ would be half of 1/(8π), and Γ₀ would be one quarter of the parapositronium rate, about 2.01 ns⁻¹.

**The Hamiltonian in three distances**

From here lengths are in a₀ = 4πε₀ħ²/me² and energies in E_h = ħ²/ma₀², so that H = −½Σ_a∇_a² + V with a running over the three particles and

V = −1/r₁ − 1/r₂ + 1/r₃,

where r₁, r₂ are the electron-positron distances and r₃ is the electron-electron distance. A function of these distances alone is invariant under translations and rotations, so it has zero total momentum and L = 0. The threshold is the Ps energy, −1/4 (reduced mass 1/2).

After integration by parts the kinetic element between φ and φ′ has the density ½Σ_a∇_aφ·∇_aφ′. Let φ_k = ∂φ/∂r_k. Moving the positron changes r₁ and r₂, so its gradient is φ₁n₁ + φ₂n₂ with unit vectors pointing away from the electrons, and n₁·n₂ = cosθ₊, the cosine of the triangle's angle at the positron. The electrons work the same way. Each distance joins two particles, so each φ_kφ′_k appears twice:

t = φ₁φ′₁ + φ₂φ′₂ + φ₃φ′₃ + ½(φ₁φ′₂ + φ₂φ′₁)cosθ₊ + ½(φ₁φ′₃ + φ₃φ′₁)cosθ₁ + ½(φ₂φ′₃ + φ₃φ′₂)cosθ₂,

cosθ₊ = (r₁² + r₂² − r₃²)/2r₁r₂, cosθ₁ = (r₁² + r₃² − r₂²)/2r₁r₃, cosθ₂ = (r₂² + r₃² − r₁²)/2r₂r₃.

The volume element is d³r₁d³r₂ = 4πr₁²dr₁ · 2πr₂²dr₂ · d(cosθ₊). At fixed r₁, r₂ the cosine rule gives r₃dr₃ = −r₁r₂ d(cosθ₊), so

d³r₁d³r₂ = 8π² r₁r₂r₃ dr₁dr₂dr₃,

over the region where the three lengths form a triangle.

**One function by hand**

Take Ψ = exp(−ar₁ − br₂) + exp(−br₁ − ar₂) with round exponents a = 0.5, the Ps value, and b = 0.15 for a loosely held electron. Every integral follows from ∫exp(−kr)d³r = 8π/k³ and ∫exp(−kr)r⁻¹d³r = 4π/k².

The square of Ψ has two direct terms, each with norm (8π)²D, and two exchange terms, each with norm (8π)²X:

D = 1/[(2a)³(2b)³] = 1/0.027 = 37.0370,  X = 1/(a+b)⁶ = 1/0.65⁶ = 13.2593,

⟨Ψ|Ψ⟩ = 2(8π)²(D + X),  D + X = 50.2963.

For the energy, Ψ does not depend on r₃, and the cosθ₊ term averages to zero over the angle because nothing else depends on it. Between exp(−pr) and exp(−qr) the kinetic density is pq times the product, and ⟨1/r⟩ relative to the overlap is (4π/k²)/(8π/k³) = k/2 with k = p + q. Each electron contributes pq − (p+q)/2. The direct term gets (a² − a) + (b² − b) = −0.25 − 0.1275 = −0.3775, and the exchange term 2ab − (a+b) = −0.5.

The repulsion is the Coulomb energy of two unit charge clouds ∝ exp(−λr) and exp(−μr). The second cloud has enclosed charge 1 − e^(−μr)(1 + μr + μ²r²/2), and its outer shells add e^(−μr)(μ²r/2 + μ/2), so its potential is 1/r − e^(−μr)(1/r + μ/2). Averaging over (λ³/8π)e^(−λr), with s = λ + μ,

J = λ/2 − λ³[1/(2s²) + μ/(2s³)] = λμ(λ² + 3λμ + μ²)/(2s³).

The direct term has λ = 1, μ = 0.3 and J = 0.597/4.394 = 0.135867. The exchange term has λ = μ = 0.65 and J = 5(0.65)/16 = 0.203125. Then

E = [37.0370(−0.241633) + 13.2593(−0.296875)]/50.2963 = −0.256196.

The variational principle makes this an upper bound, and it lies below −1/4, so the ion is bound.

For the contact density set r₁ = 0. Then r₂ = r₃ = r and Ψ = e^(−br) + e^(−ar), so

δ = 8π[1/(2b)³ + 2/(a+b)³ + 1/(2a)³]/[2(8π)²(D+X)] = 45.3197/(16π · 50.2963) = 0.0179259.

At r₃ = 0, Ψ = 2e^(−(a+b)r), and δ_ee = (4/1.3³)/(16π · 50.2963) = 7.2015×10⁻⁴.

**Cusps: testing Ψ where δ samples it**

The energy says little about the quality of δ, because the contact region has small volume. The eigenvalue equation supplies a local test. Near r₁ = 0, with the third particle away, expand Ψ ≈ Ψ₀ + Ψ₁r₁ + Ψ₂Δr₂ + Ψ₃Δr₃. The shifts Δr₂ and Δr₃ are smooth functions of the vector r₁, so their Laplacians stay finite. The operator −½∇² of electron 1 and that of the positron each act on r₁ as −½(2/r₁), together −2/r₁. The 1/r₁ terms of HΨ = EΨ must cancel:

−2Ψ₁/r₁ − Ψ₀/r₁ = 0, so Ψ₁ = −Ψ₀/2.

At r₃ = 0 the potential has the opposite sign and Ψ₃ = +Ψ₀/2. These are the Kato cusp conditions, valid where Ψ₀ ≠ 0, which the singlet allows. Averaging over the contact configurations defines

ν_ep = ⟨δ³(r₁)∂₁⟩/⟨δ³(r₁)⟩ → −1/2,  ν_ee = ⟨δ³(r₃)∂₃⟩/⟨δ³(r₃)⟩ → +1/2.

In the example ∂₁Ψ at r₁ = 0 is −ae^(−br) − be^(−ar). Multiplying by e^(−br) + e^(−ar) and integrating,

ν_ep = −[a/(2b)³ + 1/(a+b)² + b/(2a)³]/45.3197 = −(18.5185 + 2.3669 + 0.15)/45.3197 = −0.46416,

and ν_ee = 0 since ∂₃Ψ = 0. Here ν_ep is 7% from its exact value, while δ is 14% below the converged value found later. The ratios do not change when Ψ near contact is multiplied by a constant, so they are necessary conditions and not error bounds on δ. The vanishing ν_ee shows that this Ψ, having no dependence on r₃, cannot meet the electron-electron cusp. It does not explain the error in δ, most of which comes from the round exponents: minimizing E over a and b gives a = 0.5196, b = 0.1416 and, by the same formula, δ = 0.02014, only 3% low, still with ν_ee = 0.

**The general basis and its integrals**

Ψ = Σ_k C_k (1 + P₁₂) exp(−a_kr₁ − b_kr₂ − c_kr₃),

where P₁₂ swaps a_k and b_k. A product of two exponentials has exponents A = a + a′, B = b + b′, C = c + c′, and all elements reduce to

G_lmn = ∫ r₁^l r₂^m r₃^n exp(−Ar₁ − Br₂ − Cr₃) dr₁dr₂dr₃.

The perimetric coordinates u = r₂ + r₃ − r₁, v = r₁ + r₃ − r₂, w = r₁ + r₂ − r₃ turn the three triangle inequalities into u, v, w ≥ 0. Inverting, r₁ = (v+w)/2, r₂ = (u+w)/2, r₃ = (u+v)/2, with Jacobian (1/8)·2 = 1/4. The exponent becomes −u(B+C)/2 − v(C+A)/2 − w(A+B)/2, and three elementary integrals give

G₀₀₀ = (1/4)·8/[(A+B)(B+C)(C+A)] = 2/[(A+B)(B+C)(C+A)].

Convergence needs the three pair sums positive, so a single exponent may be negative; c < 0 describes electrons avoiding each other. Each power of r₁ is −∂/∂A, and likewise for B and C. By the Leibniz rule, i of the l derivatives in A fall on (A+B) and l − i on (C+A); j of the m in B fall on (B+C) and m − j on (A+B); k of the n in C fall on (C+A) and n − k on (B+C). With F_s(x) = s!/x^(s+1),

G_lmn = 2 Σ_ijk C(l,i)C(m,j)C(n,k) F_(i+m−j)(A+B) F_(j+n−k)(B+C) F_(k+l−i)(C+A),

where C(l,i) is a binomial coefficient. All terms are positive, so the sum has no cancellation. Dropping the common 8π² and using φ₁ = −aφ and its analogues, with the weight r₁r₂r₃ cancelling the denominators of the cosines,

S = G₁₁₁,  V = −G₀₁₁ − G₁₀₁ + G₁₁₀,

T = (aa′ + bb′ + cc′)G₁₁₁ + ¼(ab′ + ba′)(G₂₀₁ + G₀₂₁ − G₀₀₃) + ¼(ac′ + ca′)(G₂₁₀ + G₀₁₂ − G₀₃₀) + ¼(bc′ + cb′)(G₁₂₀ + G₁₀₂ − G₃₀₀).

H commutes with P₁₂ and (1 + P₁₂)² = 2(1 + P₁₂), so each matrix element is a direct plus an exchange term, as in the example. At r₁ = 0 the product is exp(−(B+C)r), so δ³(r₁) has the element 8π/(B+C)³, or 1/[π(B+C)³] after division by 8π²; δ³(r₃) has A + B in its place. The cusp numerators multiply these by −a′ or −c′. Operators tied to r₁ do not commute with P₁₂ and are averaged over all 2N exponentials.

**A global route to δ**

Since only electron 1 and the positron move r₁, K = ½Σ_a∇_a² gives K(1/r₁) = ∇²(1/r₁) = −4πδ³(r₁). Multiply by Ψ² (real, normalized), integrate, and move K onto Ψ² by parts, using K(Ψ²) = 2ΨKΨ + Σ_a|∇_aΨ|²:

−4πδ = ∫ (1/r₁)[2ΨKΨ + Σ_a|∇_aΨ|²].

Up to here this holds for any decaying Ψ that is smooth apart from finite cusps where two particles meet, as the exponentials are, and it returns the direct δ. For an eigenstate KΨ = (V − E)Ψ, which gives the Drachman identity,

4πδ = 2⟨(E − V)/r₁⟩ − ⟨Σ_a|∇_aΨ|²/r₁⟩.

For positronium, Ψ ∝ e^(−r/2) has ⟨1/r⟩ = 1/2, ⟨1/r²⟩ = 1/2 and Σ|∇Ψ|² = Ψ²/2, so the right side is 2(−1/8 + 1/2) − 1/4 = 1/2 = 4π/(8π). For an approximate Ψ the two routes differ by 2⟨Ψ|r₁⁻¹(H − E)|Ψ⟩/4π, which makes their difference a further diagnostic. The extra 1/r₁ lowers l by one in V and T and calls for l = −1. From 1/r₁ = ∫₀^∞exp(−τr₁)dτ,

G₋₁mn(A, B, C) = ∫₀^∞ G₀mn(A + τ, B, C) dτ,

which converges because G₀mn falls as τ⁻² (two factors contain A). It is evaluated by the trapezoid rule in s = ln τ, with the same nodes for every element. For the one-function example the identity gives 0.0190658, 8% below the converged value where the direct route is 14% below.

**The algorithm**

1. Split N functions into two boxes. In each, a_k = a_lo + (a_hi − a_lo){k(k+1)√2/2} for k = 1…N/2, with {·} the fractional part, and likewise b_k with √3 and c_k with √5. Twelve box edges replace 3N free exponents.
2. Reject boxes whose lowest corner has a pair sum near or below zero.
3. Build S and H = T + V, scale to unit diagonal of S, and diagonalize S = UsUᵀ. Keep the directions with s above 10⁻¹¹ of the largest, set Y = Us^(−1/2) on them so that YᵀSY = 1, and take the lowest eigenpair of YᵀHY. Exponentials with nearby exponents are almost linearly dependent, and the discarded directions would amplify roundoff by 1/s. The kept directions span a subspace, so E remains an upper bound.
4. Minimize E over the edges by the Nelder-Mead method, and restart at larger N from the same edges, so that the starting basis contains the previous one.
5. Evaluate δ both ways, the cusps, and −V/T. Scaling all lengths gives E(λ) = λ²T + λV, stationary at λ = 1 only if −V/T = 2.

**Results for the ion**

With E in E_h, δ in a₀⁻³ and ν in a₀⁻¹:

N   E        δ direct  δ Drachman ν_ep    ν_ee
20  −0.26200092 0.0207060 0.0207266 −0.49881 0.4458
40  −0.26200469 0.0207241 0.0207316 −0.49932 0.4942
60  −0.26200491 0.0207312 0.0207329 −0.49978 0.4938
80  −0.26200495 0.0207323 0.0207330 −0.49986 0.4955

At N = 80 the first box has a from 0.389 to 0.513 and b from 0.022 to 0.276, exponents suited to Ps with a distant electron; the second has c down to −0.118. The virial ratio is 2.0000011. The Drachman arithmetic, with ⟨1/r₁⟩ = 0.339821, ⟨V/r₁⟩ = −0.309563 and ⟨Σ|∇Ψ|²/r₁⟩ = 0.180518, is

4πδ = 2[(−0.262005)(0.339821) + 0.309563] − 0.180518 = 0.441056 − 0.180518 = 0.260538,

δ = 0.260538/4π = 0.020733.

An independent diagonalization in products of Laguerre functions of u, v, w gives E = −0.26200497 with 330 functions and −0.26200506 with 840, and direct contact densities 0.0207270 and 0.0207323. Several features limit what may be claimed.

Only 55 of the 80 directions survive the cutoff, and the gain in E from N = 60 to 80 is only 4×10⁻⁸ E_h. Both methods give upper bounds, so the exponential energy lies at least 1.1×10⁻⁷ E_h above the exact nonrelativistic one. The binding energy relative to Ps + e⁻ is therefore at least −0.25 + 0.26200495 = 0.0120050 E_h = 0.32667 eV in this model, and the larger Laguerre basis raises it by about one unit of the last figure in E_h.

Over the table the largest deviation relative to the 840-function δ is 1.3×10⁻³ for the direct route and 2.7×10⁻⁴ for the Drachman route, both at N = 20, and the program asserts this ordering. At N = 80 it is the direct value that coincides with the Laguerre one. This does not rank the routes, because the Laguerre δ is itself a direct value that rose by 5×10⁻⁶ in its last enlargement. The Drachman value is adopted because it moved by 1×10⁻⁷ from N = 60 to 80 against 1.1×10⁻⁶ for the direct one. Both routes have errors of first order in the error of Ψ. That the global one has the smaller coefficient because it weights the regions that the energy controls is a conjecture consistent with the table. The spread of the final values, 7×10⁻⁷ or 3×10⁻⁵ relative to δ, is an estimate of the error and not a bound. The last figure of the adopted 0.0207330 is not converged: a Laguerre basis of about 3000 functions gives E = −0.26200507 and a Drachman value of 0.0207332, a shift of 2×10⁻⁷ that leaves Γ₀ below unchanged to the figures shown.

The ratio ν_ee is not monotonic and ends 1% below 1/2, against 0.03% for ν_ep. The density δ_ee, about 1.7×10⁻⁴, is a hundred times smaller than δ, which plausibly leaves the energy less sensitive to that region; this too is a conjecture. δ_ee does not enter Γ₀.

In SI units, with α = 7.29735×10⁻³, a₀ = 5.29177×10⁻¹¹ m and c = 299792458 m/s,

ρ = 0.020733/a₀³ = 1.39913×10²⁹ m⁻³,  2πα⁴c/a₀ = 100.9394 ns⁻¹,

Γ₀ = 100.9394 × 0.0207330 = 2.0928 ns⁻¹,  1/Γ₀ = 0.4778 ns.

The direct δ gives 2.0927 ns⁻¹. The ratio of δ to the positronium value is 0.52108, 4% above the 1/2 of the distant-electron limit, and Γ₀ = ½ × 0.52108 × 8.03250 ns⁻¹ reproduces the same rate.

**Terms of relative order α**

The triplet pairs decay to three photons. The tree amplitude, again with ħ = c = m = 1, is e³ times the sum over the six orderings of v̄ε̂_c S(p − k_a − k_b)ε̂_b S(p − k_a)ε̂_a u, with S(q) = (q̂ + 1)/(q² − 1). Averaging over the three triplet states removes any dependence on the orientation of the photon plane. By rotational invariance the rate integrated over orientations is the same for every triplet state, so this average also serves when a polarized positron populates the three states unequally. The closed form

Σ|M|² = (64/3)e⁶ Σ_cyclic [(1 − E₁)/(E₂E₃)]²,  E₁ + E₂ + E₃ = 2,

is not derived algebraically here; the program multiplies the explicit matrices and asserts this form, and the vanishing of the singlet amplitude, at every quadrature point. For the phase space, the momentum delta function removes k₃, d³k₁d³k₂ = 8π²E₁²E₂²dE₁dE₂ d(cosθ), and E₃dE₃ = E₁E₂ d(cosθ) absorbs the energy delta function:

dΦ₃ = 8π² dE₁dE₂/[8(2π)⁵] = dE₁dE₂/(32π³),  0 ≤ E_i ≤ 1.

The three cyclic terms integrate equally. Put y = 1 − E₁ and s = E₂ + E₃ = 1 + y, with E₂ from y to 1. From 1/(E₂E₃) = (1/E₂ + 1/E₃)/s, squared and reduced once more, the E₂ integral of 1/(E₂E₃)² is [2(1/y − 1) − (4/s)ln y]/s². Then

I = 3∫₀¹ [2y(1−y)/s² − 4y² ln y/s³] dy.

The first part, with y(1−y) = −s² + 3s − 2, is 6 ln2 − 4. In the second, y²/s³ = 1/s − 2/s² + 1/s³, and ∫ln y/s = −π²/12 (expand 1/s in powers of y), ∫ln y/s² = −ln2 and ∫ln y/s³ = −½ln2 − ¼ (both by parts), which gives π²/3 − 6 ln2 + 1. So I = 3(π²/3 − 3) = π² − 9, and

σv (triplet, 3γ) = (1/24)(64π³α³)(64/3)(π² − 9)/(32π³) = (16/9)(π² − 9)α³.

Dividing by 4πα² gives 4(π² − 9)α/(9π) = 0.123024α. The triplet weight is three times the singlet weight, so the relative term is 3 × 0.123024 × 7.29735×10⁻³ = 0.002693, or 0.00564 ns⁻¹.

At the same order the two-photon amplitude has a one-loop correction, and adding the three-photon term without it would be inconsistent. Its relative size, −(5 − π²/4)α/π = −0.005883, is an established result for a singlet pair that is taken as an input, neither derived nor tested here. With it,

Γ = 2.0928 × (1 + 0.002693 − 0.005883) = 2.0861 ns⁻¹,  1/Γ = 0.4794 ns.

Both Γ₀ and Γ round to 2.09 ns⁻¹. By power counting, relativistic corrections to Ψ and to M(p), together with two-loop, one-loop three-photon and four-photon terms, enter at relative order α², possibly with a logarithm of α, and channels that need all three particles within ħ/mc cost a further volume factor α³. With unit coefficient α² ln(1/α) is already 2.6×10⁻⁴, about 5×10⁻⁴ ns⁻¹, and the coefficients are not computed here. The omitted terms can therefore change the third decimal of Γ, and the refined result should be read as 2.09 ns⁻¹, a lifetime of 0.48 ns. The factorization into σv and ρ rests on relative momenta small against mc, and the weights 1/2 and 3/2 rest on the electron singlet, so the first fails for strongly bound pairs and the second is no longer guaranteed when an interaction mixes the electron singlet with triplet states. The numerical check that follows tests the integrals, the kinetic formula, the amplitudes and the spin weights by independent routes.

Computed results

```
one function: a, b, c = 0.5 0.15 0.0 a0^-1
N=1: E=-0.25619601 Eh, delta direct=0.0179259, Drachman=0.0190658 a0^-3
N=1: cusp ep=-0.46416, cusp ee=0.0000 a0^-1, delta ee=7.2015e-04 a0^-3
N=20: E=-0.26200092 Eh, delta direct=0.0207060, Drachman=0.0207266 a0^-3
N=20: cusp ep=-0.49881, cusp ee=0.4458 a0^-1, delta ee=1.7799e-04 a0^-3
N=40: E=-0.26200469 Eh, delta direct=0.0207241, Drachman=0.0207316 a0^-3
N=40: cusp ep=-0.49932, cusp ee=0.4942 a0^-1, delta ee=1.7179e-04 a0^-3
N=60: E=-0.26200491 Eh, delta direct=0.0207312, Drachman=0.0207329 a0^-3
N=60: cusp ep=-0.49978, cusp ee=0.4938 a0^-1, delta ee=1.7181e-04 a0^-3
N=80: E=-0.26200495 Eh, delta direct=0.0207323, Drachman=0.0207330 a0^-3
N=80: cusp ep=-0.49986, cusp ee=0.4955 a0^-1, delta ee=1.7151e-04 a0^-3
box 1 edges a,a,b,b,c,c (a0^-1): 0.389 0.513 0.022 0.276 -0.008 0.175
box 2 edges a,a,b,b,c,c (a0^-1): 0.253 0.611 0.308 0.778 -0.118 0.234
directions kept at N=80: 55; virial ratio -V/T = 2.0000011
<1/r1> = 0.339821 a0^-1, <V/r1> = -0.309563 Eh/a0
<sum|grad psi|^2/r1> = 0.180518 a0^-3
Laguerre 330 fns: E=-0.26200497 Eh, delta=0.0207270 a0^-3
Laguerre 840 fns: E=-0.26200506 Eh, delta=0.0207323 a0^-3
largest relative deviation from Laguerre: direct 1.3e-03, Drachman 2.7e-04
singlet 2-photon sigma v = 4.000000 pi r_e^2 c
triplet 3-photon / singlet 2-photon = 0.123024 alpha
singlet weight summed over both pairs = 0.5000, triplet = 1.5000
alpha = 7.2973525643e-03, a0 = 5.29177211e-11 m, r_e = 2.81794032e-15 m, c = 299792458 m/s
binding energy = 0.0120050 Eh = 0.32667 eV
parapositronium contact density = 0.0397887 a0^-3, rate = 8.03250 ns^-1
Ps- / Ps contact density ratio = 0.52108
2 pi alpha^4 c/a0 = 100.9394 ns^-1
contact density rho = 1.39913e+29 m^-3
Gamma0 = 2.0928 ns^-1 (direct delta: 2.0927 ns^-1)
lifetime at leading order = 0.4778 ns
relative 3-photon term = 0.002693, rate = 0.00564 ns^-1
relative one-loop term (input coefficient) = -0.005883
refined Gamma = 2.0861 ns^-1, lifetime = 0.4794 ns
```
